# Why Zr(IV) Absorbs 92 eV Light Less Strongly than Sn(IV)

**Question.** Zirconium and tin oxo clusters both serve as resists for 92 eV light. Why does a zirconium atom in such a cluster absorb less of it than a tin atom, and how much of the difference survives in a film?

## The mechanism

A photon can ionize a shell only if its energy exceeds the shell's threshold. Among the open shells, absorption depends on how much of their oscillator strength lies near the photon energy.

Sn(IV) has lost its 5s and 5p electrons but keeps ten 4d electrons. They are open at 92 eV and can pass into f waves. An f electron feels the centrifugal energy $l(l+1)/(2r^2)=6/r^2$, in atomic units, which keeps a slow f wave away from the 4d shell. The wave enters the shell at higher energy, so strong absorption can extend well above threshold.

Zr(IV) has the configuration $4p^6 4d^0$. Its 3d shell is full but too deeply bound to respond. The empty 4d shell is not a sufficient explanation, because 4s and 4p are open. One must also ask where the 4p strength goes. Most of it goes into the vacant 4d orbital, at a photon energy far below 92 eV. The $4p\to d$ strength that remains is also nearly absent around 92 eV, because this channel passes through a Cooper minimum, where the radial dipole integral vanishes, near 70 eV in the model below.

## The cross section of one shell

Atomic units are used in the derivations. Let the field be $F\cos\omega t$ along $z$, with perturbation $zF\cos\omega t$. Its absorbing part has amplitude $F/2$, so the golden rule gives the rate

$$w=2\pi\left(\frac F2\right)^2|\langle E|z|i\rangle|^2=\frac{\pi F^2}{2}|\langle E|z|i\rangle|^2 .$$

Final states are normalized per unit energy. The intensity is $cF^2/(8\pi)$ and $\alpha=1/c$ is the fine-structure constant. Absorbed power divided by intensity is

$$\sigma=\frac{\omega w}{cF^2/(8\pi)}=4\pi^2\alpha\omega|\langle E|z|i\rangle|^2 .$$

For the angular part, $\cos\theta$ connects $l,m$ to $l+1,m$ with squared coefficient $[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. Since $\sum_m m^2=l(l+1)(2l+1)/3$, the sum over $m$ is

$$\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3}.$$

For $l-1$ the same sum gives $[l^2-l(l+1)/3]/(2l-1)=l/3$. Both results are $l_>/3$, where $l_>$ is the larger of $l$ and $l'$. Averaging over the $2l+1$ initial orbitals and multiplying by $N$ electrons gives

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega N\frac{l_>}{2l+1}\left|\int_0^\infty P_{nl}\,r\,P_{El'}\,dr\right|^2 . \tag{1}$$

Here $P$ is $r$ times the radial function, and $E=\omega-I_{nl}$ for threshold $I_{nl}$. Equation (1) assumes independent electrons in a central potential and the dipole approximation.

## How much strength there is

The oscillator strength to a final state $k$ is

$$f_k=\frac{2N l_>}{3(2l+1)}(E_k-e)\,|\langle P_k|r|P\rangle|^2,$$

where $e$ is the initial orbital energy. For $l\to l+1$, completeness turns the sum into an expectation value:

$$\sum_k(E_k-e)|\langle P_k|r|P\rangle|^2=\langle rP|(h_{l+1}-e)|rP\rangle .$$

The radial Hamiltonian is $h_l=-\tfrac12 d^2/dr^2+V+l(l+1)/(2r^2)$. Two identities are needed: $-\tfrac12(rP)''=-\tfrac12rP''-P'$, and $h_{l+1}-h_l=(l+1)/r^2$. Because $(h_l-e)P=0$, they give

$$(h_{l+1}-e)(rP)=-P'+\frac{l+1}{r}P .$$

Multiplication by $rP$ and integration use $\int rPP'\,dr=-\tfrac12\int P^2dr=-\tfrac12$. The result is $\tfrac12+l+1=(2l+3)/2$, so

$$\sum_k f_k=N\frac{(l+1)(2l+3)}{3(2l+1)} . \tag{2}$$

For tin's $4d^{10}\to f$ this is $10\cdot3\cdot7/15=14$. For zirconium's $4p^6\to d$ it is $6\cdot2\cdot5/9=20/3$. Tin therefore has about twice the strength in its main channel. It also matters where that strength sits.

## Thresholds and the position of the strength

The orbitals come from a nonrelativistic, spherically averaged Hartree–Slater calculation. The potential contains the nucleus, the Coulomb field of the electron density $\rho$, and the exchange term $-\tfrac32(3\rho/\pi)^{1/3}$. Wherever the total is less attractive than $-1/r$, it is replaced by $-1/r$, the field an escaping electron should feel. The radial equations were solved by a spectral grid method in a sphere of 25 bohr.

Two environments are compared. One is the neutral atom. The other is the 4+ ion inside a smooth shell of charge $-4$ and radius 0.212 nm, a rough metal–oxygen distance. The second has the stated oxidation state but no covalency. They are two models, not bounds on the real cluster.

Taking minus the orbital energy as the threshold gives, from the vacuum level:

| Shell | Caged ion | Neutral atom |
|---|---:|---:|
| Sn 4d | 49.9 eV | 34.4 eV |
| Sn 4p | 112.1 eV | 96.1 eV |
| Zr 4p | 52.1 eV | 37.1 eV |
| Zr 4s | 73.4 eV | 57.6 eV |
| Zr 3d | 213.3 eV | 194.9 eV |

The caged ion's outer levels are probably too deep for a metal bound to oxygen. Hartree–Fock orbital energies of the small model molecules Sn(OH)$_4$ and Zr(OH)$_4$, in a modest basis, put Sn 4d near 38 eV and Zr 4p near 43 eV, closer to the neutral atoms.

The familiar 3d value near 180 eV is a rough figure for solids; these models place it higher. Even the lowest 3d excitation of the caged ion, into a vacant p or f orbital, needs 209 eV. The 3d shell is thus closed at 92 eV with a wide margin. At 300 eV, where it is open, equation (1) gives 4.5 Mb for 3d and 0.3 Mb for all other zirconium shells together (1 Mb is $10^{-22}$ m²).

In caged Zr(IV), the $4p\to4d$ transition lies at 33 eV and carries a strength of 5.86. That is 83% of the upward $4p\to d$ strength. The upward total, $5.86/0.832=7.05$, exceeds $20/3$ because the sum in (2) also contains a negative term to the occupied 3d orbital. Above 80 eV the $4p\to d$ channel retains about 1.15, compared with about 4.2 for tin's $4d\to f$. Most of both amounts lies above 120 eV; between 80 and 120 eV the strengths are only about 0.04 for zirconium and 0.9 for tin. The tin value comes from integrating over the continuum; summing the discrete states of the 25-bohr sphere, which lie several eV apart, gives 4.37.

## Independent electrons at 92 eV

Equation (1) gives the caged zirconium ion $0.31$ Mb from 4s and $0.55$ Mb from 4p, or 0.86 Mb in all. Of the 4p value, 0.46 Mb goes into s waves and only 0.09 Mb into d waves, since the $4p\to d$ cross section falls practically to zero near 70 eV and recovers slowly. The caged tin ion has 3.81 Mb, all from 4d, since its 4p shell is closed in this model. Of this, 3.17 Mb goes into f waves. The Sn/Zr ratio is $3.81/0.863=4.4$; for neutral atoms it is 4.8.

The neutral atoms also show what "empty 4d" does and does not explain. One 4d electron contributes 0.026 Mb in zirconium and 0.379 Mb in tin. Restoring zirconium's two 4d electrons would thus add about 0.05 Mb; their $4d\to f$ channel has its own minimum near 80 eV. What matters is the absence of a filled, tightly bound 4d shell like tin's, rather than the loss of two strongly absorbing electrons.

The tin value needs care. In a scan with 2 eV steps, the independent-electron 4d cross section of the neutral atom is largest at 55 eV, about 20 eV above threshold. For the caged ion the largest value is at 57 eV. At 92 eV the model is therefore on the falling side of a strong maximum, where a displacement of that maximum matters greatly.

## What the electrons do to one another

When the field displaces the electrons, their changed density alters the field inside the atom. Let the applied potential energy be $r\cos\theta$ per unit field, and the total one $\phi(r)\cos\theta$. Write the induced density as $-d(r)\cos\theta$ and define $m=(4\pi/3)r^2d$, so that $\int r\,m\,dr$ is the polarizability. First-order perturbation theory gives $m=M\phi$, with

$$M(r,r')=\sum_{nl,l'}\frac{N l_>}{3(2l+1)}P(r)\left[G_{l'}(e+\omega)+G_{l'}(e-\omega)\right]P(r').$$

Here $G_{l'}(E)=(h_{l'}-E)^{-1}$, with outgoing waves when the channel is open. The two terms belong to the two frequency parts of the field.

The Coulomb energy produced by $-d\cos\theta$ is

$$-\frac{4\pi}{3}\int\frac{r_<}{r_>^2}\,d(r')\,r'^2dr'=-\int\frac{r_<}{r_>^2}\,m(r')\,dr',$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The exchange potential $V_x$ changes by $-(dV_x/d\rho)\,3m/(4\pi r^2)$, taken as zero where the potential was fixed at $-1/r$. Calling the sum of these two changes $-Km$,

$$\phi=r-KM\phi,\qquad \sigma=4\pi\alpha\omega\,\mathrm{Im}\int r\,(M\phi)\,dr . \tag{3}$$

The second formula follows from the mean absorbed power, $\tfrac12\omega F^2\,\mathrm{Im}\int r\,m\,dr$, divided by $cF^2/(8\pi)$. Without interaction, $K=0$ and $\phi=r$. The imaginary part of $G$ is then $\pi P_EP_E$, and (3) returns to (1).

Solving (3) on the radial grid gives:

| Environment | Zr | Sn | Sn/Zr |
|---|---:|---:|---:|
| Caged ion | 0.80 Mb | 31.2 Mb | 39 |
| Neutral atom | 0.81 Mb | 19.5 Mb | 24 |

At 92 eV, interaction barely changes zirconium. Its $4p\to4d$ resonance moves up from 33 to about 42 eV, still far below the photon energy. Neutral tin rises by a factor of 5.

The caged-tin value of 31.2 Mb, and with it the ratio of 39, should not be taken at face value. A narrow $4p\to5s$ line of this model, at 91.8 eV for independent electrons, happens to lie very close to the photon energy. At 91 and 93 eV the same calculation gives about 20 Mb, again a rise by a factor of about 5, and a Sn/Zr ratio of about 25.

A model with one resonance suggests why tin's value rises. Let its independent response be $A=S/(\omega_0^2-\omega^2)$, and let the induced field reduce the driving field by $\kappa a$, where $a$ is the actual response. Then $a=A(1-\kappa a)$, and

$$a=\frac{A}{1+\kappa A}=\frac{S}{\omega_0^2+\kappa S-\omega^2}.$$

If Coulomb repulsion outweighs exchange, $\kappa>0$ and the resonance moves up while $S$ stays fixed. Solving (3) at other photon energies, in steps of a few eV, shows such a shift. In neutral tin the maximum moves from about 55 to about 80 eV. In the caged ion it moves only from about 57 to about 65 eV, but it also becomes much lower and broader, which leaves about 20 Mb near 90 eV. The one-resonance model explains the upward shift, not the broadening. The ordering of the metals is the same in all four calculations; the size of the ratio is much less certain.

## From atom to film

Consider two films that differ only in their metal. Each has 4 metal atoms per nm³, a thickness of 20 nm, and 3 O, 6 C and 10 H per metal atom. Equation (1), applied to free neutral atoms, gives 2.074 Mb for O, 0.655 Mb for C and 0.025 Mb for H. Electron interaction, neglected here for the ligands, would raise the O value by about 15% and the C value by about 2%. If atomic cross sections add, the ligands contribute

$$3(2.074)+6(0.655)+10(0.025)=10.4\ \text{Mb per metal atom}.$$

With $1\ \text{Mb}=10^{-4}$ nm² and the interacting neutral-atom values, which avoid the accidental line of the caged tin ion, the absorption coefficients are

$$\mu_{\rm Zr}=4(0.81+10.40)10^{-4}\ \text{nm}^{-1}=4.48\ \mu\text{m}^{-1},$$

$$\mu_{\rm Sn}=4(19.50+10.40)10^{-4}\ \text{nm}^{-1}=11.96\ \mu\text{m}^{-1}.$$

The absorbed fraction $1-e^{-\mu d}$, with $d=20$ nm and reflection ignored, is 8.6% for zirconium and 21.3% for tin. An atomic ratio of 24 has become a ratio of 2.7 between absorption coefficients, because the ligands absorb equally in both films. In the zirconium film they do most of the absorbing.

## How this compares with real resists

Measured atomic cross sections at this energy are roughly 20 Mb for tin and roughly 1 Mb for zirconium. The interacting neutral-atom result has this size; the independent-electron value for tin is far too small. The film parameters are round values in the rough range of organically ligated oxo clusters. Real clusters break the assumption of equal ligands and equal metal density. At the density used here, each additional oxygen per metal atom adds $4(2.074)10^{-4}$ nm$^{-1}$, or 0.83 µm$^{-1}$. Two more oxygens would raise the zirconium film from 4.48 to about 6.1 µm$^{-1}$. A comparison of actual resists therefore needs their composition and density as well as the metal.

Among the remaining approximations, a level shift of 1 eV, the scale of the neglected 4d spin–orbit splitting, matters moderately: raising the photon energy by 1 eV lowers the independent caged-tin cross section by 8% and the interacting neutral-tin one by about 6%. Lowering it by 1 eV raises the latter by about 4.5%; a weak $4p\to6s$ line of the neutral model lies at 93.4 eV. Scalar relativistic effects, also neglected, raise the neutral-tin 4d level by 1.6 eV and lower its interacting cross section by about 3%. The choice of exchange matters more: reducing the exchange term to two thirds lowers that cross section from 19.5 to 17.1 Mb and, with the ligands unchanged, the tin film's absorbed fraction from 21.3% to 19.8%. The photon wavenumber times the mean 4d radius is 0.025, so corrections to the dipole approximation, of the order of its square, are negligible here. Molecular fine structure and the excitation of several electrons at once are left out. The absorbed fraction also does not determine resist sensitivity, which depends on the chemistry that follows each absorbed photon.
